# Zero reflection of electrons at a step with different effective masses: a program that tests the result

```python
"""Zero reflection of an electron at a step with different effective masses.

Result under test, with mu = m2/m1, incident band edge 0 and far edge V0:
    sin(theta_B)^2 = mu/(1+mu) * (1 + V0/((mu-1)*E)).
There the normal velocities hbar*k1/m1 and hbar*k2/m2 are equal.
E: energy (eV); theta: angle from the normal; q: in-plane wavenumber (1/nm);
k1, k2: normal wavenumbers (1/nm); masses are in free-electron masses.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

# 2*m0/hbar^2 in 1/(eV nm^2)
K = 2 * const.m_e * const.e / const.hbar**2 * 1e-18


def wavenumbers(E, theta, V, m1, m2, m2_plane=None):
    """Normal wavenumbers and conserved in-plane wavenumber."""
    m2_plane = m2 if m2_plane is None else m2_plane
    k_total = np.sqrt(K * m1 * E)
    q = k_total * np.sin(theta)
    k2 = np.sqrt(complex(m2 * (K * (E - V) - q**2 / m2_plane)))
    return k_total * np.cos(theta), k2, q


def amplitudes(E, theta, V, m1, m2, m2_plane=None):
    """Solve continuity of psi and psi'/m for r and t."""
    k1, k2, _ = wavenumbers(E, theta, V, m1, m2, m2_plane)
    matrix = np.array([[1, -1], [-k1 / m1, -k2 / m2]], dtype=complex)
    return np.linalg.solve(matrix, np.array([-1, -k1 / m1], dtype=complex))


def reflection(E, theta, V, m1, m2):
    return abs(amplitudes(E, theta, V, m1, m2)[0])**2


def zero_angle(E, V, m1, m2, m2_plane=None):
    """Angle of zero reflection found from the matching equations."""
    return brentq(lambda a: amplitudes(E, a, V, m1, m2, m2_plane)[0].real,
                  0, np.radians(89.5), xtol=1e-13)


def formula_angle(E, V, m1, m2):
    mu = m2 / m1
    return np.arcsin(np.sqrt(mu / (1 + mu) * (1 + V / ((mu - 1) * E))))


def normal_velocity(k, q, m, gap=None):
    """Group velocity in m/s by finite difference of the dispersion."""
    def energy(kn):
        parabolic = (kn**2 + q**2) / (K * m)
        if gap is None:
            return parabolic
        return gap / 2 * (np.sqrt(1 + 4 * parabolic / gap) - 1)
    h = 1e-4
    slope = (energy(k + h) - energy(k - h)) / (2 * h)
    return slope * const.e * 1e-9 / const.hbar


def graded_reflection(E, theta, V, m1, m2, width):
    """Integrate the wave equation through a tanh(x/width) interface."""
    k1, k2, q = wavenumbers(E, theta, V, m1, m2)

    def rhs(x, y):
        s = (1 + np.tanh(x / width)) / 2
        inverse_mass = (1 - s) / m1 + s / m2
        return [y[1] / inverse_mass,
                (K * (s * V - E) + q**2 * inverse_mass) * y[0]]
    start = np.array([1, 1j * k2 / m2], dtype=complex)
    sol = solve_ivp(rhs, (15 * width, -15 * width), start,
                    method="DOP853", rtol=1e-10, atol=1e-12)
    assert sol.success
    psi, flux = sol.y[:, -1]
    incoming = psi + m1 * flux / (1j * k1)
    outgoing = psi - m1 * flux / (1j * k1)
    return abs(outgoing / incoming)**2


def count_zeros(E, V, m1, m2):
    """Count sign changes of r over angles with a propagating far wave."""
    values = []
    for a in np.radians(np.linspace(0, 89.9, 1200)):
        if wavenumbers(E, a, V, m1, m2)[1].imag == 0:
            values.append(amplitudes(E, a, V, m1, m2)[0].real)
    signs = np.sign(values)
    return int(np.sum(signs[1:] * signs[:-1] < 0))


# Round model parameters
m1, m2, V0, E = 0.07, 0.11, 0.05, 0.25
mu = m2 / m1
threshold = mu * V0 / (mu - 1)
theta_B = zero_angle(E, V0, m1, m2)
k1, k2, q = wavenumbers(E, theta_B, V0, m1, m2)
k2 = k2.real
theta_2 = np.arctan2(q, k2)

# Angle formula, velocity matching and unit transmission amplitude
for energy in (0.15, 0.20, E, 0.60):
    assert abs(zero_angle(energy, V0, m1, m2)
               - formula_angle(energy, V0, m1, m2)) < 1e-9
v1 = normal_velocity(k1, q, m1)
v2 = normal_velocity(k2, q, m2)
assert abs(v2 / v1 - 1) < 1e-7
assert abs(amplitudes(E, theta_B, V0, m1, m2)[1] - 1) < 1e-9
assert abs(np.tan(theta_2) - np.tan(theta_B) / mu) < 1e-9

# Energy at a prescribed angle
angle = np.radians(70)
energy_70 = brentq(lambda e: amplitudes(e, angle, V0, m1, m2)[0].real,
                   0.14, 0.29, xtol=1e-13)
inverse = mu * V0 / ((mu - 1) * (np.sin(angle)**2 - mu * np.cos(angle)**2))
assert abs(energy_70 - inverse) < 1e-9

# Existence and uniqueness for every sign of V0 and mu-1
for V, left, right in ((0.05, 0.07, 0.11), (-0.05, 0.11, 0.07),
                       (0.05, 0.11, 0.07), (-0.05, 0.07, 0.11)):
    ratio = right / left
    limit = V / (ratio - 1)
    limit = ratio * limit if limit > 0 else -limit
    assert count_zeros(0.97 * limit, V, left, right) == 0
    assert count_zeros(1.03 * limit, V, left, right) == 1
for energy in (0.06, 0.25, 1.0):
    assert count_zeros(energy, V0, m1, m1) == 0

# Total reflection disappears at the same threshold for this step
grazing = np.radians(89.9)
assert reflection(0.98 * threshold, grazing, V0, m1, m2) > 1 - 1e-10
assert wavenumbers(0.98 * threshold, grazing, V0, m1, m2)[1].imag > 0
assert wavenumbers(1.02 * threshold, grazing, V0, m1, m2)[1].imag == 0

# Interface conditions tested against a narrow smooth interface
for a in (0, np.radians(40), theta_B, np.radians(80)):
    smooth = graded_reflection(E, a, V0, m1, m2, 0.005)
    assert abs(smooth - reflection(E, a, V0, m1, m2)) < 1e-4
assert graded_reflection(E, theta_B, V0, m1, m2, 0.005) < 1e-6

# Optical form: permittivity m, permeability E-V, p polarization
for a in np.radians([0, 35, 60, 80]):
    n1, n2 = np.sqrt(m1 * E), np.sqrt(m2 * (E - V0))
    z1, z2 = np.sqrt(E / m1), np.sqrt((E - V0) / m2)
    refracted = np.arcsin(n1 * np.sin(a) / n2)
    c1, c2 = z1 * np.cos(a), z2 * np.cos(refracted)
    optical = (c1 - c2) / (c1 + c2)
    assert abs(optical - amplitudes(E, a, V0, m1, m2)[0]) < 1e-10

# Pure mass step: the ordinary Brewster geometry
flat_angle = zero_angle(E, 0, m1, m2)
_, flat_k2, flat_q = wavenumbers(E, flat_angle, 0, m1, m2)
flat_refracted = np.arctan2(flat_q, flat_k2.real)
assert abs(flat_angle - np.arctan(np.sqrt(mu))) < 1e-9
assert abs(flat_angle + flat_refracted - np.pi / 2) < 1e-9

# Two-band non-parabolicity, with rough gaps in eV
gap1, gap2 = 1.4, 1.9
m1_E = m1 * (1 + E / gap1)
m2_E = m2 * (1 + (E - V0) / gap2)
kane_angle = zero_angle(E, V0, m1_E, m2_E)
assert abs(kane_angle - formula_angle(E, V0, m1_E, m2_E)) < 1e-9
kk1, kk2, kq = wavenumbers(E, kane_angle, V0, m1_E, m2_E)
kane_v1 = normal_velocity(kk1, kq, m1, gap1)
kane_v2 = normal_velocity(kk2.real, kq, m2, gap2)
assert abs(kane_v2 / kane_v1 - 1) > 0.01

# Other effects omitted from the ideal step
aniso_low = zero_angle(E, V0, m1, m2, 0.9 * m2)
aniso_high = zero_angle(E, V0, m1, m2, 1.1 * m2)
offset_low = zero_angle(E, V0 - 0.01, m1, m2)
offset_high = zero_angle(E, V0 + 0.01, m1, m2)
temperature = 300.0
kT = const.k * temperature / const.e
grading = 0.5
R_graded = graded_reflection(E, theta_B, V0, m1, m2, grading)
wavelength = 2 * np.pi / k1
field = 10.0  # kV/cm
drop = field * 1e5 * wavelength * 1e-9 * 1e3
scattering_time = 0.15  # ps, rough
speed = np.sqrt(2 * E * const.e / (m1 * const.m_e))
path = speed * scattering_time * 1e-12 * 1e9
valley = 0.29  # eV, rough


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


deg = np.degrees
show("Incident mass m1", m1, "m0", 3)
show("Far mass m2", m2, "m0", 3)
show("Mass ratio mu", mu)
show("Step V0", V0, "eV", 3)
show("Energy E", E, "eV", 3)
show("Threshold energy", threshold, "eV")
show("sin^2 theta_B", np.sin(theta_B)**2)
show("Zero-reflection angle", deg(theta_B), "deg", 2)
show("Refraction angle", deg(theta_2), "deg", 2)
show("Sum of these angles", deg(theta_B + theta_2), "deg", 2)
show("k1", k1, "1/nm")
show("k2", k2, "1/nm")
show("q", q, "1/nm")
show("Normal velocity, incident side", v1 / 1e5, "1e5 m/s")
show("Normal velocity, far side", v2 / 1e5, "1e5 m/s")
show("Incident normal kinetic energy", 1e3 * E * np.cos(theta_B)**2, "meV", 1)
for a in (0, 30, 50, 80, 85):
    show(f"R at {a} deg", reflection(E, np.radians(a), V0, m1, m2), digits=5)
print(f"R at theta_B: {reflection(E, theta_B, V0, m1, m2):.1e}")
show("R at theta_B if m2=m1", reflection(E, theta_B, V0, m1, m1))
for energy in (0.15, 0.20):
    show(f"theta_B at {energy:.2f} eV",
         deg(zero_angle(energy, V0, m1, m2)), "deg", 2)
show("Zero-reflection energy at 70 deg", energy_70, "eV")
show("theta_B for V0=0", deg(flat_angle), "deg", 2)
show("Refraction angle for V0=0", deg(flat_refracted), "deg", 2)
show("Rough gap, incident side", gap1, "eV", 1)
show("Rough gap, far side", gap2, "eV", 1)
show("Kane mass m1(E)", m1_E, "m0")
show("Kane mass m2(E)", m2_E, "m0")
show("Kane theta_B", deg(kane_angle), "deg", 2)
show("Kane velocity ratio far/incident", kane_v2 / kane_v1)
show("theta_B, far in-plane mass -10%", deg(aniso_low), "deg", 2)
show("theta_B, far in-plane mass +10%", deg(aniso_high), "deg", 2)
show("theta_B, V0 lower by 10 meV", deg(offset_low), "deg", 2)
show("theta_B, V0 higher by 10 meV", deg(offset_high), "deg", 2)
show("Temperature", temperature, "K", 0)
show("kT", 1e3 * kT, "meV", 2)
print(f"R at theta_B, E-kT: {reflection(E-kT, theta_B, V0, m1, m2):.2e}")
print(f"R at theta_B, E+kT: {reflection(E+kT, theta_B, V0, m1, m2):.2e}")
print(f"Boltzmann factor exp(-E/kT): {np.exp(-E/kT):.2e}")
show("Grading length in tanh(x/w)", grading, "nm", 1)
print(f"R at theta_B, graded interface: {R_graded:.2e}")
show("Normal wavelength, incident side", wavelength, "nm", 1)
show("Electric field", field, "kV/cm", 0)
show("Potential drop per normal wavelength", drop, "meV", 1)
show("Rough scattering time", scattering_time, "ps", 2)
show("Scattering length along path", path, "nm", 0)
show("Scattering length along normal", path * np.cos(theta_B), "nm", 0)
show("Rough satellite-valley energy", valley, "eV", 2)
show("Margin below satellite valley", 1e3 * (valley - E), "meV", 0)
print("all assertions hold")
```

Output:

```
Incident mass m1: 0.070 m0
Far mass m2: 0.110 m0
Mass ratio mu: 1.5714
Step V0: 0.050 eV
Energy E: 0.250 eV
Threshold energy: 0.1375 eV
sin^2 theta_B: 0.8250
Zero-reflection angle: 65.27 deg
Refraction angle: 54.10 deg
Sum of these angles: 119.38 deg
k1: 0.2835 1/nm
k2: 0.4455 1/nm
q: 0.6156 1/nm
Normal velocity, incident side: 4.6888 1e5 m/s
Normal velocity, far side: 4.6888 1e5 m/s
Incident normal kinetic energy: 43.8 meV
R at 0 deg: 0.02796
R at 30 deg: 0.02284
R at 50 deg: 0.01095
R at 80 deg: 0.10582
R at 85 deg: 0.33588
R at theta_B: 0.0e+00
R at theta_B if m2=m1: 1.0000
theta_B at 0.15 eV: 79.63 deg
theta_B at 0.20 eV: 69.60 deg
Zero-reflection energy at 70 deg: 0.1967 eV
theta_B for V0=0: 51.42 deg
Refraction angle for V0=0: 38.58 deg
Rough gap, incident side: 1.4 eV
Rough gap, far side: 1.9 eV
Kane mass m1(E): 0.0825 m0
Kane mass m2(E): 0.1216 m0
Kane theta_B: 67.00 deg
Kane velocity ratio far/incident: 1.0514
theta_B, far in-plane mass -10%: 70.86 deg
theta_B, far in-plane mass +10%: 61.82 deg
theta_B, V0 lower by 10 meV: 62.18 deg
theta_B, V0 higher by 10 meV: 68.68 deg
Temperature: 300 K
kT: 25.85 meV
R at theta_B, E-kT: 4.80e-04
R at theta_B, E+kT: 2.72e-04
Boltzmann factor exp(-E/kT): 6.31e-05
Grading length in tanh(x/w): 0.5 nm
R at theta_B, graded interface: 7.51e-05
Normal wavelength, incident side: 22.2 nm
Electric field: 10 kV/cm
Potential drop per normal wavelength: 22.2 meV
Rough scattering time: 0.15 ps
Scattering length along path: 168 nm
Scattering length along normal: 70 nm
Rough satellite-valley energy: 0.29 eV
Margin below satellite valley: 40 meV
all assertions hold
```
